# Long-Time Survival of a Diffusing Acid Among Immobile Quenchers

**Q.** A photoacid wanders through resist containing randomly placed base quenchers. A constant capture rate should make its survival exponential. Why expect anything else?

**A.** Capture depends on the surroundings, and some acids start in unusually empty ones. Let me fix a model. The acid is a point with diffusion coefficient $D$. Quenchers are immobile, destroy the acid at distance $a$, and never saturate. Their centres are independent random points of density $n$ (a Poisson process) in unbounded space, so a region of volume $V$ is free of centres with probability $e^{-nV}$. Let $S(t)$ be the survival probability averaged over acid paths and quencher positions, including the chance of not starting inside a quencher.

Let $W$ be the region within distance $a$ of the path up to time $t$. The acid survives if $W$ contains no centre, so
$$S(t)=E\,e^{-n|W|},$$
where $E$ averages over paths.

**Q.** Then replace $|W|$ by its mean, and the exponential returns.

**A.** That gives a lower bound. The function $e^{-x}$ is convex, so Jensen's inequality gives $S\ge e^{-nE|W|}$. To find the mean, let $h(r,t)$ be the probability that the path comes within $a$ of a point at distance $r$. It obeys the diffusion equation with $h(a,t)=1$ and $h(r,0)=0$. The product $rh$ obeys the one-dimensional equation, so
$$h=\frac ar\,\mathrm{erfc}\frac{r-a}{s},\qquad s=\sqrt{4Dt}.$$
With $y=r-a$, and the inner ball added,
$$E|W|=\frac{4\pi a^3}{3}+4\pi a\int_0^\infty(a+y)\,\mathrm{erfc}(y/s)\,dy .$$
The integrals of $\mathrm{erfc}(y/s)$ and $y\,\mathrm{erfc}(y/s)$ are $s/\sqrt\pi$ and $s^2/4$. Hence
$$E|W|=\frac{4\pi a^3}{3}+8a^2\sqrt{\pi Dt}+4\pi aDt .$$
I call $nE|W|$ the Smoluchowski cost, a cost being minus the logarithm of a probability. It grows linearly at long times. Paths with small $|W|$ can make $S$ much larger than this bound.

**Q.** Show me a strategy that beats it.

**A.** Suppose no centre lies within $R+a$ of the start, and the path stays inside the ball of radius $R$. These independent events together guarantee survival:
$$S\ge e^{-(4\pi/3)n(R+a)^3}\,q .$$
Here $q$ is the probability of staying in the ball after starting at its centre. For a start at radius $r$, let this probability be $p(r,t)$. Then $v=rp$ vanishes at $r=0$ and $r=R$, obeys $\partial_tv=D\,\partial_r^2v$, and starts as $v=r$. The sine series of $r$ has coefficients $2R(-1)^{k+1}/(k\pi)$. Since $p(0,t)=\partial_rv(0,t)$,
$$q=2\sum_{k\ge1}(-1)^{k+1}e^{-k^2\pi^2Dt/R^2}.$$
At long times the first term dominates. Dropping $a$ and the factor 2 for the moment, the cost is
$$F(R)=\frac{4\pi}{3}nR^3+\frac{\pi^2Dt}{R^2}.$$
A large cavity is rare; a small one is hard to stay in. Setting
$$F'(R)=4\pi nR^2-\frac{2\pi^2Dt}{R^3}=0$$
gives
$$R_0^5=\frac{\pi Dt}{2n}.$$
Substituting $Dt=2nR_0^5/\pi$ makes the confinement term $2\pi nR_0^3$. The minimum is therefore
$$\Lambda=\Big(\frac{4\pi}{3}+2\pi\Big)nR_0^3=\frac{10\pi}{3}nR_0^3=C\,n^{2/5}(Dt)^{3/5},$$
$$C=\frac{10\pi}{3}\Big(\frac{\pi}{2}\Big)^{3/5}\approx13.73 .$$
Emptiness takes $2/5$ of the cost and confinement $3/5$. Restoring $a$ adds $(4\pi/3)n(3R_0^2a+3R_0a^2+a^3)$, which grows as $t^{2/5}$; the factor 2 subtracts $\ln2$. Both are negligible beside $t^{3/5}$, so $-\ln S\le\Lambda[1+o(1)]$.

**Q.** You have found one good strategy. Perhaps a porous region, with a few quenchers left in it, is cheaper still.

**A.** That requires an upper bound on $S$. First make space finite by wrapping the path onto a torus of side $\ell=LR_0$. Wrapping can make parts of $W$ overlap but cannot increase its volume, so $S$ is at most the survival probability on the torus with the same quencher density.

The torus average does not depend on the starting point, so take a uniform start. For given quenchers, let $\lambda$ be the lowest eigenvalue of $-\nabla^2$ on the remaining space, with zero boundary values on the quenchers. Every mode decays at least as fast as $e^{-Dt\lambda}$. The uniform-start survival is $\ell^{-3}\langle1,e^{Dt\nabla^2}1\rangle\le e^{-Dt\lambda}$, since the squared norm of 1 on the free space is at most $\ell^3$. Thus
$$S\le E\,e^{-Dt\lambda},$$
with $E$ now averaging over quenchers.

**Q.** There are infinitely many arrangements of quenchers. How do you control them?

**A.** Cut the torus into cubes of side $b>a$, with $\ell/b$ an integer, and let $A$ be the union of cubes containing no centre. A given $A$ has probability at most $e^{-n|A|}$, and there are $2^{(\ell/b)^3}$ choices. Therefore
$$-\ln S\ge\min\,[\,n|A|+Dt\lambda\,]-(\ell/b)^3\ln2 .$$
The minimum runs over all arrangements. I keep $b$ fixed while $t$ grows and enlarge it afterwards.

**Q.** An occupied cube may hold one tiny quencher. Why can the acid not use the rest of it?

**A.** It can, but at a price in gradient. Let $\varphi$ vanish on the quencher. Follow a ray from the quencher's centre to the cube wall, at distance $\rho\le\sqrt3\,b$. The cube is convex, so the ray stays inside. Since $\varphi=0$ for $r\le a$, Cauchy–Schwarz gives
$$\varphi(r)^2\le\int_a^r\frac{ds}{s^2}\int_a^r(\partial_s\varphi)^2s^2ds\le\frac1a\int_a^\rho(\partial_s\varphi)^2s^2ds .$$
Multiply by $r^2$, integrate up to $\rho$, and use $\rho^3/3\le\sqrt3\,b^3$. Integration over directions then gives
$$\int_{\rm cube}|\nabla\varphi|^2\ge\kappa\int_{\rm cube}\varphi^2,\qquad \kappa=\frac{a}{\sqrt3\,b^3}.$$
Take $\varphi\ge0$ to be the normalized ground state on the torus. Its weight in all occupied cubes is at most $\lambda/\kappa$. At the cavity scale $\lambda$ is of order $R_0^{-2}$, so this weight vanishes as the cavity grows.

**Q.** Small weight can still spread over a large volume.

**A.** So remove the low part. Let $f=(\varphi-\eta)_+$, meaning $\varphi-\eta$ where positive and zero elsewhere, with $\eta^2=\varepsilon/\ell^3$ and $0<\varepsilon<1/4$. Truncation does not increase $\int|\nabla\varphi|^2=\lambda$. Pointwise $f^2\ge\varphi^2-2\eta\varphi$, and Cauchy–Schwarz gives $\int\varphi\le\ell^{3/2}$. Hence
$$\int f^2\ge1-2\eta\ell^{3/2}=1-2\sqrt\varepsilon\equiv p .$$
Let $U$ be the region where $\varphi>\eta$. Its part outside $A$ has volume at most $(\lambda/\kappa)/\eta^2$. So
$$\lambda\ge p\,\lambda_T(U),\qquad |U|\le|A|+\frac{\lambda\ell^3}{\kappa\varepsilon},$$
where $\lambda_T(U)$ is the lowest eigenvalue on the torus with zero values outside $U$.

**Q.** Now you will say that a ball has the lowest eigenvalue at given volume. On a torus that is false: a slab can wrap around.

**A.** The objection is right. On a cubic periodic grid with 24 sites along each side, a slab 18 layers thick has eigenvalue 0.0273, below the free-space ball bound of 0.0539. The torus must be cut open, at a price.

Let $f$ now be any function supported in $U$, and multiply it by
$$\chi=\prod_{i=1}^3\sin\frac{\pi(x_i-s_i)}{\ell},$$
which vanishes on the cutting planes. Then
$$|\nabla(\chi f)|^2=\chi^2|\nabla f|^2+\tfrac12\nabla\chi^2\cdot\nabla f^2+f^2|\nabla\chi|^2 .$$
Average over the shift $s$. The mean of $\chi^2$ is $1/8$, that of $\nabla\chi^2$ is zero, and that of $|\nabla\chi|^2$ is $3\pi^2/(8\ell^2)$. The ratio of averages is the Rayleigh quotient of $f$ plus $3\pi^2/\ell^2$, so some shift does at least as well. The cut function lives in ordinary space, on a volume at most $|U|$. For the slab, the price 0.0514 raises 0.0273 to 0.0787, above the ball bound.

**Q.** And why is the ball best in ordinary space?

**A.** Take a smooth $f\ge0$; others follow by approximation. Let $V(z)$ be the volume where $f>z$, and $P(z)$ the area of the surface $f=z$. Adjacent level surfaces are $dz/|\nabla f|$ apart, so $-V'(z)=\int dA/|\nabla f|$. Cauchy–Schwarz gives
$$\int|\nabla f|^2=\int dz\int_{f=z}|\nabla f|\,dA\ge\int dz\,\frac{P^2}{-V'} .$$
Rearrange $f$ into a radially decreasing function with the same $V(z)$. This preserves $\int f^2$. The isoperimetric theorem says that a sphere has the least area for its volume, so $P$ cannot increase. On spheres the gradient is constant and the inequality becomes an equality. Rearrangement therefore cannot raise the Rayleigh quotient. A ball of volume $V$ has lowest eigenvalue $\pi^2/R^2$ with $R^3=3V/4\pi$, so
$$\lambda_T(U)\ge m|U|^{-2/3}-\frac{3\pi^2}{\ell^2},\qquad m=\pi^2\Big(\frac{4\pi}{3}\Big)^{2/3}.$$
This is the Faber–Krahn inequality with the torus price included.

**Q.** Put the pieces together. I want to see every error vanish.

**A.** If $Dt\lambda\ge\Lambda$, the arrangement already costs at least $\Lambda$. Otherwise $\lambda<\Lambda/(Dt)$, and the extra volume is at most
$$\delta=\frac{\Lambda\ell^3}{\kappa\varepsilon Dt}.$$
With $u=|A|+\delta\ge|U|$,
$$n|A|+Dt\lambda\ge nu+pDt\,m\,u^{-2/3}-n\delta-\frac{3\pi^2pDt}{\ell^2}.$$
The first two terms are $F$ again, with $Dt$ replaced by $pDt$. Their minimum is $p^{3/5}\Lambda$. Now use $\pi^2Dt/R_0^2=3\Lambda/5$ and $nR_0^3=3\Lambda/(10\pi)$. After division by $\Lambda$,
$$\frac{-\ln S}{\Lambda}\ge p^{3/5}-\frac{n\delta}{\Lambda}-\frac{9p}{5L^2}-\frac{3\ln2}{10\pi}\frac{L^3}{nb^3}.$$
The first case obeys this bound too: it costs at least $\Lambda$ before the last term is subtracted, and the other terms on the right sum to less than 1. At fixed $L,b,\varepsilon$, $n\delta/\Lambda$ is proportional to $R_0^3/t$, hence to $t^{-2/5}$. Let $t\to\infty$, then $b\to\infty$, then $L\to\infty$, then $\varepsilon\to0$. Keeping $\ell/b$ an integer changes $L$ by an amount that vanishes in the first limit. Together with the cavity bound,
$$\lim_{t\to\infty}\frac{-\ln S(t)}{n^{2/5}(Dt)^{3/5}}=C .$$
The capture radius has disappeared from the leading term. The limit concerns $\ln S$: it does not say that $S$ equals $e^{-\Lambda}$ times a constant.

**Q.** Does this prove that cavities dominate, or that they give the right number?

**A.** It proves more than the number. Replace the threshold $\Lambda$ in the case split by $2\Lambda$. Arrangements whose empty volume $|A|$ differs from $4\pi R_0^3/3$ by a fixed fraction then cost more than $\Lambda$ by a fixed fraction, because $F$ has a single minimum. Choose $L$, $b$ and $\varepsilon$ so that the errors above stay below this excess. The share of these arrangements in the torus survival then vanishes as $t\to\infty$, because that survival is at least $S\ge e^{-\Lambda[1+o(1)]}$. The argument fixes the empty volume; proving that it is nearly one ball would need a sharper form of the ball inequality.

**Q.** Is there finite-time evidence?

**A.** Yes, from walks on a cubic lattice where each site is a trap with probability 0.865, simulated with a resampled population of 1500. At 800 steps plain resampling gave a survival cost near 290, but that value is not converged. Raising the trap penalty gradually to its full value during the walk leaves the estimate of $S$ unbiased and gives about 278, with populations of 1500 and 6000. The survivors then visit about 64 distinct sites, against an exact mean of 544 for free walks, whose mean-field cost is 1089. A single trap-free region costs more: 309 for the best ball centred on a site, 296 for a 56-site ball centred in a lattice cell. Survivors are thus compact.

Between 200 and 800 steps the cost rose from about 111 to about 278, an effective exponent of $\ln(278/111)/\ln4\approx0.66$. That is well below 1 but not yet $3/5$. The continuum leading formula gives 341 at 800 steps, so corrections remain visible. The value $3/5$ rests on the proof.

**Q.** Now take a resist. Will a bake show it?

**A.** Take rough values for a thin chemically amplified EUV resist: $n=0.05\ \mathrm{nm^{-3}}$, $a=0.5$ nm, $D=1\ \mathrm{nm^2/s}$, and 60 s at 363 K. The Smoluchowski cost is
$$4\pi(0.5)(0.05)(60)+8(0.5)^2(0.05)\sqrt{60\pi}+0.03\approx18.85+1.37+0.03=20.25 .$$
The leading cavity radius is $(60\pi/0.1)^{1/5}=4.52$ nm, and its cost is $19.3+29.0=48.3$. With the finite capture radius and the full series for $q$, the best cavity costs 54.5. It therefore contributes far less survival than the Smoluchowski bound guarantees.

At 5 s, a simulation of 3000 acids among explicit random quenchers gave $S=0.134\pm0.006$; the Smoluchowski value is 0.136. The simulated mean lies slightly below this lower bound, but within its counting error. At this time the Smoluchowski cost, including its square-root term, describes the decay well.

**Q.** When would an empty cavity beat free wandering?

**A.** Equate the leading costs, $4\pi anDt=\Lambda$. Dividing by $4\pi an(Dt)^{3/5}$,
$$(Dt)^{2/5}=\frac56\Big(\frac\pi2\Big)^{3/5}\frac{n^{-3/5}}{a},$$
$$Dt=\Big(\frac56\Big)^{5/2}\Big(\frac\pi2\Big)^{3/2}n^{-3/2}a^{-5/2}.$$
This gives about 630 s. The fuller bounds cross at 728 s, or 12 min, where both costs are 233 and $R=7.25$ nm.

This crossing compares two particular strategies; it does not date the end of Smoluchowski decay. A loosely confined path keeps revisiting its own track and misses some quenchers in its region, so it needs no completely empty ball. Apply the mean-volume bound to paths with a gentle inward drift, and add the cost of that drift: at 450 s the total is about 110, against 145 for free paths. Confinement therefore wins well before an empty cavity does.

Compare this with the supply of acids. A 40 nm film on a 300 mm wafer, with 0.02 acids per $\mathrm{nm^3}$, starts with $5.7\times10^{16}$ acids, whose logarithm is 38.6. The Smoluchowski estimate leaves one acid after 117 s. Because it is a lower bound on $S$, the last acid should disappear later, when an empty cavity costs even more. Already at 117 s the best empty cavity costs 80, so the expected number of acids that start at the centre of such a cavity and survive in it is about $e^{38.6-80.2}\approx10^{-18}$. Starts elsewhere in the cavity add several powers of ten, but still leave far less than one acid. For these parameters, fully emptied cavities therefore do not supply the last acids on a wafer. Earlier in the bake a few acids may survive in them, hidden among vastly more survivors outside. This count does not exclude loosely confined survivors.

**Q.** A film has surfaces. Do they matter before the cavity fills it?

**A.** They do. Suppose a surface reflects acid. A half-ball against it has the same confinement cost as a full ball, by reflection, but half the volume to empty. This replaces $n$ by $n/2$ in $F$ and multiplies $\Lambda$ by $2^{-2/5}\approx0.76$. Keeping the bulk Smoluchowski cost, the time at which the leading costs cross halves to about 320 s for acids near the surface. With the finite capture radius and the full series for $q$, the best empty half-ball costs about 60 at 117 s, well above 38.6. This comparison applies to empty half-balls, not to loosely confined paths, which can cost less.

The bulk cavity diameter reaches 40 nm at about $10^5$ s. Far beyond that, a film of thickness $H$ with two reflecting faces favours a cylinder across it. With $j\approx2.405$ the first zero of the Bessel function $J_0$, the cost is $\pi nHR^2+j^2Dt/R^2$. Its derivative vanishes at $R^4=j^2Dt/(\pi nH)$, where the cost is $2j\sqrt{\pi nHDt}$. This strategy gives exponent $1/2$, as in two dimensions.

**Q.** Which assumptions would a real resist break first?

**A.** Acid diffusion varies strongly with polymer and temperature, so the times above are illustrative. Four departures matter here.

- **Moving quenchers.** With an assumed diffusion coefficient of $0.01\ \mathrm{nm^2/s}$, quenchers move 6.6 nm rms by 728 s, comparable with the cavity radius. The cavity partly refills, and the fixed-quencher law loses its basis.
- **Consumption.** Neutralization uses up a base. With 0.4 acids per quencher, up to 40% of the quenchers can vanish. Uniform depletion to $0.6n$, at fixed $a$ and $D$, lowers the linear capture rate by 40% and delays the crossing of the leading costs by a factor $0.6^{-3/2}\approx2.2$.
- **Other loss.** Any first-order loss rate $k$ adds $kt$ to the cost and eventually overtakes $t^{3/5}$. At 728 s, $k=0.32\ \mathrm{s^{-1}}$ would equal the whole cavity cost.
- **Charge.** I assumed no long-range attraction. For free ions at relative permittivity 3.5, Coulomb and thermal energies are equal at 13 nm, far beyond the quencher spacing $n^{-1/3}\approx2.7$ nm. Independent capture at 0.5 nm would then be a poor model.

Quencher size matters less. If the frozen positions are those of a hard-sphere fluid with 0.7 nm diameter, emptying a large cavity costs its pressure times volume, divided by the thermal energy. This multiplies $n$ in the emptiness term by 1.037, and the leading cost by $1.037^{2/5}\approx1.015$.

**Q.** And if I follow one finite sample forever, without averaging?

**A.** Then the quenchers are fixed, and so is the lowest eigenvalue $\lambda$ of that sample. With reflecting outer walls, its slowest mode eventually gives $e^{-Dt\lambda}$, a plain exponential. The $3/5$ law needs ever larger and rarer cavities as time grows, and the average over an unbounded random medium supplies them.

## Table of computed values

```
Quencher density n = 0.050 nm^-3; capture radius a = 0.50 nm
Acid D = 1.00 nm^2/s; bake = 60 s at 363 K
Film = 40 nm; acid density = 0.020 nm^-3
Asymptotic constant C = 13.73095 (dimensionless)
Emptiness share of optimum cost = 0.4000
Ball decay rate*R^2/pi^2, numeric = 0.999998
Centre survival at Dt/R^2=0.15: numeric 0.44972, series 0.44972
Swept volume at Dt=5 nm^2: numeric 39.857, formula 39.866 nm^3
Occupied cube: eigenvalue/bound = 3.390
Torus slab: eigenvalue 0.02728, free-space bound 0.05394, torus price 0.05140 (grid units)
Truncated state: quotient 0.07732, bound 0.09486
Dt=1e+25 nm^2: cost/leading cost between 0.8094 and 1.0000
Dt=1e+35 nm^2: cost/leading cost between 0.9474 and 1.0000
Dt=1e+45 nm^2: cost/leading cost between 0.9858 and 1.0000
Lattice: trap fraction 0.8647; steps 200, 800
Lattice survival costs = 112.43, 292.03
Lattice effective exponent = 0.689
Lattice best-ball cost at 800 steps = 309.06
Lattice mean-field cost at 800 steps = 1084.0
Lattice continuum leading cost = 341.3
Distinct sites: survivors 52.2, free 542.0
Simulated S at 5 s = 0.1343 +/- 0.0062 (3000 acids)
Smoluchowski S at 5 s = 0.1362
t=60 s: costs Smoluchowski 20.25, leading 48.33, cavity 54.49; R=4.33 nm
t=1000 s: costs Smoluchowski 319.79, leading 261.39, cavity 281.23; R=7.74 nm
t=10000 s: costs Smoluchowski 3159.34, leading 1040.61, cavity 1090.78; R=12.38 nm
Leading-order R0 at bake = 4.519 nm
Takeover estimate, leading terms = 631.5 s
Takeover estimate, full bounds = 727.8 s = 12.13 min
At full takeover: cost 233.46, R=7.25 nm
Initial acids on 300 mm wafer = 5.655e+16; ln(number) = 38.57
Smoluchowski time to one acid per wafer = 116.6 s
Best-cavity cost at that time = 80.18
Assumed quencher D = 0.010 nm^2/s
Quencher rms motion by full takeover = 6.61 nm
Acid-to-quencher number ratio = 0.40
Time when leading cavity diameter equals film = 1.019e+05 s
Quencher diameter = 0.70 nm; hard-sphere pressure factor = 1.0367
Loss rate matching cavity cost at takeover = 0.3208 s^-1
Free-ion Onsager length (relative permittivity 3.5) = 13.15 nm
```
